\section*{Logarithmic Sensitivity of Capacitance Equals the Regional Share of Field Energy}

\section{Result and conditions}

Divide all the space that holds electric field into fixed regions $i$ with uniform relative permittivities $k_i$. Let $C$ be the capacitance of one conductor with every other conductor grounded, $W_i$ the field energy in region $i$, and $W=\sum_i W_i$. Then
\begin{equation}
\frac{\partial\ln C}{\partial\ln k_i}=s_i,\qquad s_i\equiv\frac{W_i}{W},\qquad \sum_i s_i=1 .
\label{eq:main}
\end{equation}
The derivative is taken with the geometry and all other permittivities held fixed. It is logarithmic in both quantities; the plain slope is $\partial\ln C/\partial k_i=s_i/k_i$. A share $s_i=0.1$ means that a 1\% rise of $k_i$ raises $C$ by 0.1\%, to first order.

The assumptions are these. The dielectrics are linear, isotropic and lossless, and hold no free charge. The conductors are ideal and the field is quasi-static. The outer boundary carries no flux, as on a mirror plane; if space is unbounded, the field must fall off fast enough for the surface terms at infinity to vanish.

\section{Capacitance as an energy integral}

Write $\varepsilon=\varepsilon_0k_i$ in region $i$. The potential obeys
\begin{equation}
\nabla\cdot(\varepsilon\nabla\phi)=0,
\label{eq:laplace}
\end{equation}
with $\phi=V$ on the driven conductor and $\phi=0$ on the others. At an interface between dielectrics, $\phi$ and the normal component of $\varepsilon\nabla\phi$ are continuous.

Let $\mathbf n$ be the normal pointing out of the dielectric, hence into the metal. The displacement is $\mathbf D=-\varepsilon\nabla\phi$, and the surface charge density is the component of $\mathbf D$ leaving the metal, $-\mathbf D\cdot\mathbf n=\varepsilon\,\partial_n\phi$. The charge on the driven conductor is therefore
\begin{equation}
Q=\oint_{\rm driven}\varepsilon\,\partial_n\phi\,dS=CV .
\end{equation}
By (\ref{eq:laplace}), $\nabla\cdot(\phi\,\varepsilon\nabla\phi)=\varepsilon|\nabla\phi|^2$. Integrate this over all regions. The interface terms cancel in pairs by continuity, the grounded conductors give zero because $\phi=0$, and the outer boundary gives zero because it carries no flux. What remains is
\begin{equation}
\int\varepsilon|\nabla\phi|^2dv=V\oint_{\rm driven}\varepsilon\,\partial_n\phi\,dS=VQ=CV^2=2W .
\label{eq:energy}
\end{equation}

\section{The derivative}

Hold $V$ fixed and define the response $\chi=\partial\phi/\partial\ln k_i$. Since $\partial\varepsilon/\partial\ln k_i$ equals $\varepsilon$ inside region $i$ and zero elsewhere, differentiating (\ref{eq:energy}) gives
\begin{equation}
V^2\frac{\partial C}{\partial\ln k_i}
=\int_i\varepsilon|\nabla\phi|^2dv+2\int\varepsilon\nabla\phi\cdot\nabla\chi\,dv .
\label{eq:two}
\end{equation}
The first term is $2W_i$. For the second, use (\ref{eq:laplace}) and the divergence theorem:
\begin{equation}
\int\varepsilon\nabla\phi\cdot\nabla\chi\,dv=\oint\chi\,\varepsilon\,\partial_n\phi\,dS=0 .
\label{eq:cross}
\end{equation}
The conductor potentials do not depend on $k_i$, so $\chi=0$ there; on the outer boundary $\varepsilon\,\partial_n\phi=0$. Interface terms cancel because $\chi$ is continuous, the interfaces being fixed. Dividing $V^2\,\partial C/\partial\ln k_i=2W_i$ by $CV^2=2W$ gives (\ref{eq:main}).

A floating conductor with zero net charge does not spoil this. Its potential may shift, but $\chi$ is constant over its surface, and the boundary term is that constant times the net charge, which is zero.

\subsection{The field does respond}

Equation (\ref{eq:cross}) does not say that the field stays put. Differentiating (\ref{eq:laplace}) gives
\begin{equation}
\nabla\cdot(\varepsilon\nabla\chi+\theta_i\,\varepsilon\nabla\phi)=0,
\end{equation}
where $\theta_i$ is one in region $i$ and zero elsewhere. Multiply by $\chi$ and integrate by parts; the boundary terms vanish as before, so
\begin{equation}
\int_i\varepsilon\nabla\phi\cdot\nabla\chi\,dv=-\int\varepsilon|\nabla\chi|^2dv\le0 .
\label{eq:response}
\end{equation}
Redistribution of the field removes energy from the region whose permittivity rises. By (\ref{eq:cross}) the other regions together gain the same amount, to first order.

\section{Why the shares sum to one}

The regional energies add up to $W$ because the regions cover all the field. A scaling argument gives the same sum without using energy. If every $k_i$ is multiplied by $\lambda$, equation (\ref{eq:laplace}) keeps the same solution and every charge is multiplied by $\lambda$. Hence
\begin{equation}
C(\lambda k_1,\lambda k_2,\dots)=\lambda\,C(k_1,k_2,\dots).
\end{equation}
Differentiating with respect to $\lambda$ at $\lambda=1$ gives $\sum_ik_i\,\partial C/\partial k_i=C$, and division by $C$ gives $\sum_i\partial\ln C/\partial\ln k_i=1$.

Air counts as a region. If it holds the share $s_{\rm air}$, the slopes for the solid dielectrics add up to $1-s_{\rm air}$.

\section{Fixed voltage and fixed charge}

At fixed voltage $W=CV^2/2$, so $\partial\ln W/\partial\ln k_i=s_i$. At fixed charge $W=Q^2/(2C)$, so
\begin{equation}
\left.\frac{\partial\ln W}{\partial\ln k_i}\right|_Q=-s_i .
\end{equation}
The energy changes have opposite signs, while the slope of $C$ is the same. At fixed voltage the source supplies $V\,dQ=V^2dC$. Half of this enters the field; in a reversible change the other half is work done on whatever alters the dielectric.

\section{Two simple limits}

For layers of thickness $d_j$ in series between plates of area $A$, $C=\varepsilon_0A/\sum_j(d_j/k_j)$, and
\begin{equation}
\frac{\partial\ln C}{\partial\ln k_i}=\frac{d_i/k_i}{\sum_jd_j/k_j}.
\end{equation}
The layers share the same $D$ and the energy density is $D^2/(2\varepsilon)$, so $W_i\propto d_i/k_i$, as required. At equal thickness the layer of lower permittivity has the larger share.

For slabs side by side, with areas $A_j$ and common thickness $d$, $C=(\varepsilon_0/d)\sum_jk_jA_j$, and
\begin{equation}
\frac{\partial\ln C}{\partial\ln k_i}=\frac{k_iA_i}{\sum_jk_jA_j}.
\end{equation}
Here $E$ is common and the energy density is $\varepsilon E^2/2$. At equal area the slab of higher permittivity has the larger share. Volume alone therefore does not determine a share.

\section{A case with a closed form}

Take a square cross-section with plates at top and bottom and insulating sides. Its four quadrants alternate between $k_1$ and $k_2$ like a checkerboard. Let $\varepsilon_0c(k_1,k_2)$ be the capacitance per length. Since $k\nabla\phi$ has no divergence, it can be written with a stream function $\psi$:
\begin{equation}
k\,\partial_x\phi=\partial_y\psi,\qquad k\,\partial_y\phi=-\partial_x\psi .
\end{equation}
The identity $\partial_x\partial_y\phi=\partial_y\partial_x\phi$ then becomes $\nabla\cdot(k^{-1}\nabla\psi)=0$. So $\psi$ is a potential in a medium of permittivity $1/k$. It is constant on each insulating side, which no flux crosses, and its normal derivative vanishes on the old plates, where $\partial_x\phi=0$. The sides have become the plates. Their potential difference is the old flux $cV$, and the new flux is the old voltage $V$, so the new capacitance is $V/(cV)=1/c$.

A quarter turn restores the original plate positions and exchanges the quadrants:
\begin{equation}
\frac{1}{c(k_1,k_2)}=c\!\left(\frac1{k_2},\frac1{k_1}\right)
=\frac{c(k_1,k_2)}{k_1k_2}.
\end{equation}
The last step takes out the common factor $1/(k_1k_2)$ by the scaling law. Hence $c=\sqrt{k_1k_2}$, both logarithmic slopes are $1/2$, and each material must hold half the energy at any contrast. For $k_1=1$ and $k_2=3$, $c=1.7321$. A numerical field solution gives $c=1.7324$ and an energy share of $0.4992$ for $k_1$. The areas are equal, so the mean square field in the first material is three times that in the second.

\section{Finite changes of permittivity}

Let $k_i$ change to $\tilde k_i$, with new permittivity $\tilde\varepsilon$, potential $\tilde\phi$ and capacitance $\tilde C$. At the same voltage the old potential is $\phi=\tilde\phi+\delta$, with $\delta=0$ on the conductors. The cross term vanishes as in (\ref{eq:cross}), so
\begin{equation}
\int\tilde\varepsilon|\nabla\phi|^2dv=\tilde CV^2+\int\tilde\varepsilon|\nabla\delta|^2dv\ge\tilde CV^2 .
\end{equation}
The left side is $CV^2\sum_is_i\tilde k_i/k_i$.

For a bound from the other side, compare displacements at the same charge $Q$: $\mathbf D=\tilde{\mathbf D}+\mathbf d$. The difference $\mathbf d$ has no divergence, no net flux from the driven conductor and no flux through the outer boundary. With $\tilde{\mathbf D}/\tilde\varepsilon=-\nabla\tilde\phi$,
\begin{equation}
\int\frac{\tilde{\mathbf D}\cdot\mathbf d}{\tilde\varepsilon}\,dv=-\oint\tilde\phi\,\mathbf d\cdot\mathbf n\,dS=0 ,
\end{equation}
because $\tilde\phi$ is constant on the driven conductor and zero on the grounded ones. Hence $\int D^2/\tilde\varepsilon\,dv\ge Q^2/\tilde C$. The left side is $(Q^2/C)\sum_is_ik_i/\tilde k_i$. Together,
\begin{equation}
\frac{C}{\sum_is_i\,k_i/\tilde k_i}\le\tilde C\le C\sum_is_i\frac{\tilde k_i}{k_i}.
\label{eq:bounds}
\end{equation}
The upper bound is the straight-line extrapolation in the $k_i$. When only $k_i$ changes, by a factor $e^t$, the bounds on $\tilde C/C$ are $1/[1+s_i(e^{-t}-1)]$ and $1+s_i(e^t-1)$. Both equal one at $t=0$ and have slope $s_i$ there. The capacitance between them must have the same slope, which proves (\ref{eq:main}) again without assuming that $\phi$ is differentiable in $k_i$.

\section{Coupling capacitance follows a different share}

Let $\phi_A$ be the dimensionless potential with conductor $A$ at one and all others at zero, and $\phi_B$ the same for $B$. The charge on $B$ per volt on $A$ is $-C_m$, where
\begin{equation}
C_m=-\oint_B\varepsilon\,\partial_n\phi_A\,dS=-\int\varepsilon\nabla\phi_A\cdot\nabla\phi_B\,dv .
\end{equation}
In the derivative, both response terms vanish by the argument of (\ref{eq:cross}), leaving
\begin{equation}
\frac{\partial\ln C_m}{\partial\ln k_i}=m_i\equiv
\frac{\int_i\varepsilon\nabla\phi_A\cdot\nabla\phi_B\,dv}{\int\varepsilon\nabla\phi_A\cdot\nabla\phi_B\,dv}.
\end{equation}
The $m_i$ sum to one but are not energy shares, and they can be negative. On a grounded plane both potentials are zero, and neither is negative in the dielectric. Their gradients there both point away from the plane, and the product is positive or zero. The full integral is $-C_m<0$, so the neighbourhood of the plane tends to contribute negatively to $m_i$.

\section{Worked example: dense on-chip wiring}

Lines 20 nm wide and 40 nm high stand 20 nm apart between two grounded planes. The film below the lines is 40 nm thick. A 5 nm cap layer lies above the lines, with 40 nm of film above it. The film has $k=2.7$, the cap $k=5.0$, and a 2 nm damaged skin on each line sidewall $k=4.0$. Every third line is driven, the rest are grounded, and the sides of the 120 nm wide cell are mirror planes.

On a 1 nm grid, $C=188.9$ aF/$\mu$m per driven line, or 0.189 fF/$\mu$m. Driving a single line among grounded ones gives a value about 0.04\% higher. The coupling to the other lines is 144.1 aF/$\mu$m, which is 76\% of $C$.

\begin{center}
\begin{tabular}{lcccc}
Region & $k_i$ & area share & $s_i$ & $m_i$\\ \hline
Below, far half & 2.7 & 0.190 & 0.033 & $-0.034$\\
Below, near half & 2.7 & 0.190 & 0.164 & 0.136\\
Between lines & 2.7 & 0.152 & 0.455 & 0.593\\
Damaged sidewall & 4.0 & 0.038 & 0.095 & 0.123\\
Cap layer & 5.0 & 0.048 & 0.119 & 0.145\\
Above cap & 2.7 & 0.381 & 0.133 & 0.036
\end{tabular}
\end{center}

The slopes of $\ln C$ were also found without energies, by changing each $\ln k_i$ by $\pm0.001$ and recomputing the conductor charge. They differ from the $s_i$ by at most $2.1\times10^{-8}$. The complete numerical output follows these notes.

The undamaged film between the lines fills 15\% of the dielectric area and holds 46\% of the energy. The film above the cap fills 38\% and holds 13\%. Raising $k$ by 1\% in the far half of the lower film raises $C$ by 0.033\% but lowers the coupling by 0.034\%.

For the region between the lines, the response has relative size $(\int\varepsilon|\nabla\chi|^2dv/CV^2)^{1/2}=0.2584$. By (\ref{eq:response}), redistribution changes the energy there, relative to $W$ and per unit of $\ln k_i$, by $-2(0.2584)^2=-0.134$. The computed value is $-0.134$, and the other regions gain $0.134$. The local energy thus rises by $0.4553-0.1335=0.3218$ and the energy elsewhere by $0.1335$; their sum is the slope $0.4553$. These digits belong to the 1 nm grid; on a finer grid the size of the redistribution term grows by about 0.002.

\subsection{Two changes of material}

The geometry and the other permittivities are held fixed. Lowering the cap from $k=5.0$ to $4.0$ gives the straight-line estimate
\begin{equation}
\frac{\Delta C}{C}\approx0.1189\left(\frac{4.0}{5.0}-1\right)=-2.38\% ,
\end{equation}
against $-2.46\%$ from a new field solution. Replacing the undamaged film between the lines by air gives
\begin{equation}
\frac{\Delta C}{C}\approx0.4553\left(\frac{1.0}{2.7}-1\right)=-28.7\% ,
\end{equation}
against a solved $-31.7\%$. The bounds (\ref{eq:bounds}) are 106.5 and 134.8 aF/$\mu$m, and the solved value is 129.1 aF/$\mu$m. The share is thus a good guide to the small change and understates the benefit of the large one. These figures belong to the 1 nm grid. At zero grid step the estimate and the solved change are about $-2.34\%$ and $-2.42\%$ for the cap, and $-28.8\%$ and $-31.8\%$ for the air gap.

\subsection{The model beside real wiring}

The dimensions and permittivities are rough values for dense lower-level wiring on a logic chip, where capacitances of roughly 0.2 fF/$\mu$m are usual. Real neighbouring levels consist of separate lines, not solid planes, and the size of this error can be bounded. In the opposite extreme, both planes are replaced by walls at the same positions that carry no flux. This lowers $C$ by 9.0\% and raises the share between the lines from 0.455 to 0.499 on the 1 nm grid (about 0.457 to 0.501 at zero grid step). Separate grounded lines whose near faces lie at these positions give a $C$ between the two extremes.

The other effects estimated here are smaller than this 9\% limit. Halving the grid step changes $C$ by $-0.20\%$ and no $s_i$ by more than 0.0011. Extrapolated to zero grid step, $C$ is about 0.3\% and the coupling about 0.4\% below the 1 nm values. The third decimal of the tabulated $s_i$ and $m_i$ is uncertain by up to about three units. A spacing roughness of 1 nm rms that varies slowly along the line, over lengths much greater than the gap, raises the mean of $1/\text{gap}$ by about $(1/20)^2=0.25\%$. If the damaged skins keep their thickness, the change of $1/2.7$ nm must be compared with $\sum_jd_j/k_j=6.9$ nm, and the gap capacitance rises by about 0.29\%. Roughness of shorter wavelength has a larger effect, which this estimate does not cover. Warming by 80 K with an assumed drift of $10^{-4}$ per kelvin in every $k_i$ raises $C$ by 0.8\%, by the sum rule.

Field also enters a real metal. For an assumed $8\times10^{28}$ electrons per m$^3$, the free-electron screening length is 0.056 nm. In a simple model that keeps the electrons behind a sharp metal edge, each surface adds a voltage $D\lambda/\varepsilon_0$, where $\lambda$ is this length. In a parallel-plate estimate this adds $2\lambda=0.11$ nm to $\sum_jd_j/k_j=16/2.7+4/4.0=6.9$ nm, which lowers the gap capacitance by about 1.6\%. In this model the dielectric slopes of that gap add up to $6.9/(6.9+0.11)\approx0.98$, because the metal surfaces take part in storing energy. At a real surface the electrons also spill out beyond the edge, which acts the other way and can reverse the sign. The 1.6\% therefore indicates only the order of magnitude of the surface effect, not its exact size or its direction.

At 0.7 V the mean gap field is 0.35 MV/cm, against a rough breakdown field of 5 MV/cm. The largest cell field, at a corner, rises from 0.72 to 0.88 MV/cm when the grid is refined, and it has no limit. At an ideally sharp corner the field diverges with distance $r$, as about $r^{-0.30}$ at the lower corners and $r^{-0.35}$ at the upper ones for these permittivities. The real peak is set by the rounding of the corners, which the model leaves out. A strongly field-dependent permittivity would in general invalidate (\ref{eq:main}), since the relation $2W=CV^2$ used in its derivation rests on linearity.

\section*{Computed values}
\begin{verbatim}
Checkerboard k: 1.0, 3.0; C/eps0 exact 1.7321
  grid C/eps0 1.7324; energy share of k1 0.4992
Line width, gap, height: 20, 20, 40 nm
Below, cap, above, skin: 40, 5, 40, 2 nm
C of driven line, 1 nm grid: 188.93 aF/um
Coupling C to both neighbours: 144.10 aF/um
Region: k | area share | energy share | slope of ln C
  below, far half: 2.7 | 0.1905 | 0.03314 | 0.03314
  below, near half: 2.7 | 0.1905 | 0.16421 | 0.16421
  between lines: 2.7 | 0.1524 | 0.45532 | 0.45532
  damaged sidewall: 4.0 | 0.0381 | 0.09540 | 0.09540
  cap layer: 5.0 | 0.0476 | 0.11889 | 0.11889
  above cap: 2.7 | 0.3810 | 0.13305 | 0.13305
Sum of energy shares 1.000000; of slopes 1.000000
Largest |slope - share|: 2.1e-08
Region: mixed share | slope of ln(coupling C)
  below, far half: -0.03363 | -0.03363
  below, near half: 0.13606 | 0.13606
  between lines: 0.59306 | 0.59306
  damaged sidewall: 0.12334 | 0.12334
  cap layer: 0.14481 | 0.14481
  above cap: 0.03636 | 0.03636
Sum of mixed shares: 1.000000
Response to ln k between lines:
  relative field response (energy norm): 0.2584
  cross term/C, between lines: -0.13354
  cross term/C, all other regions: 0.13354
  slope of ln W at fixed charge: -0.45532
Cap k 5.0 -> 4.0: C in aF/um
  lower 183.47, solved 184.28, tangent 184.43
  change: solved -2.46 %, tangent -2.38 %
Between lines k 2.7 -> 1.0: C in aF/um
  lower 106.50, solved 129.11, tangent 134.77
  change: solved -31.66 %, tangent -28.67 %
C on 0.5 nm grid: 188.54 aF/um (-0.20 %)
  largest shift of a share: 0.0011
C with planes removed: 171.93 aF/um (-9.0 %)
  share between lines then: 0.4991
Voltage 0.7 V; mean gap field 0.35 MV/cm
  corner-cell field, 1 and 0.5 nm: 0.72, 0.88 MV/cm
  rough breakdown field taken: 5.0 MV/cm
Metal electron density taken: 8.0e+28 m^-3
  screening length 0.0558 nm; gap C lowered by about 1.6 %
Gap roughness 1.0 nm rms: gap C raised by about 0.25 %
Warming 80 K, k drift 1e-04 /K: C shift 0.8 %
\end{verbatim}
